Dipole plasmon energy of a doped oxide nanocrystal

**Problem**

A spherical oxide nanocrystal contains free electrons of density n = 1.0 × 10²¹ cm⁻³ and optical mass m = 0.35 electron masses. Its bound charges give a background dielectric constant ε∞ = 4. It is embedded in a lossless medium of dielectric constant ε_m = 2.25.

(a) Find the energy of the dipole plasmon.

(b) The sphere has radius R = 10 nm and the electron motion is damped, with damping energy γ = 0.10 eV. Where is the absorption maximum, how wide is the line, and how large is the peak cross-section?

Treat the sphere as isolated and uniform, with a sharp surface and a local dielectric response. Both n and m are held fixed.

**Hints**

1. Find the displacement of a free electron in an oscillating field, and add the resulting polarization to that of the background.

2. The sphere is much smaller than the wavelength, so the field near it obeys electrostatics at each instant. A uniform applied field calls for potentials proportional to cos θ.

3. A plasmon is a free oscillation. Ask when the field inside can be nonzero although the applied field is zero.

4. For the absorption, compute the heat produced inside the sphere and divide it by the incident intensity. Before looking for the maximum, write the polarizability in terms of the resonance energy.

**Solution**

**1. Dielectric function of the sphere**

Let E = ħω be the photon energy and F the electric field, with time factor exp(−iωt). An electron of charge −e and velocity v obeys

m dv/dt = −eF − m(γ/ħ)v.

The time derivative becomes −iω, so

v = −eF / [m(γ/ħ − iω)].

The current density is J = −nev. It is also the time derivative of the free-electron polarization P, so J = −iωP and P = iJ/ω. Therefore

P = i n e²F / [mω(γ/ħ − iω)] = −n e²F / [m(ω² + iγω/ħ)],

where numerator and denominator were multiplied by i in the last step. The minus sign says that above its (zero) natural frequency a free electron moves so that its polarization opposes the field. Adding P/(ε₀F) to the background gives

ε(E) = ε∞ − Ep²/(E² + iγE), Ep = ħ√(n e²/(ε₀m)).

Ep contains no ε∞; the background enters separately.

**2. Field and dipole moment**

Take an applied field F₀ along z. The solutions of Laplace's equation with the required angular dependence are

φ_in = −A r cos θ,

φ_out = −F₀ r cos θ + B cos θ/r².

The inner potential has no 1/r² term because it must be finite at the centre. Continuity of the potential at r = R gives

A = F₀ − B/R³.

Continuity of the normal displacement, −ε ∂φ/∂r, gives

εA = ε_m(F₀ + 2B/R³).

Insert B/R³ = F₀ − A from the first condition into the second:

εA = ε_m(3F₀ − 2A),

A = 3ε_m F₀/(ε + 2ε_m),

B/R³ = F₀ − A = F₀(ε − ε_m)/(ε + 2ε_m).

With the polarizability α defined by the dipole moment p = ε₀ε_mαF₀, whose potential is p cos θ/(4πε₀ε_m r²), we have α = 4πB/F₀, or

α = 4πR³(ε − ε_m)/(ε + 2ε_m).

**3. The plasmon energy**

For F₀ = 0 the equation for A reads (ε + 2ε_m)A = 0. A nonzero field needs ε = −2ε_m. Without damping this means

ε∞ − Ep²/E₀² = −2ε_m.

Writing S = ε∞ + 2ε_m, we obtain

E₀ = Ep/√S.

Both dielectric constants lower the energy, because polarizable bound charge inside and outside weakens the field that pulls the displaced electrons back. The medium carries the factor 2 because the external dipole field falls as 1/r³ and its radial component at the surface is 2B/R³. For ε∞ = ε_m = 1 the result becomes Ep/√3. The radius has dropped out, which holds within this local, quasi-static model.

With n = 1.0 × 10²⁷ m⁻³ and m = 0.35 electron masses, Ep = 1.985 eV. Then

S = 4 + 2 × 2.25 = 8.50,

E₀ = 1.985 eV/2.916 = 0.681 eV.

The dipole plasmon energy is thus 0.68 eV, a vacuum wavelength of about 1820 nm, in the near infrared. As a check of the condition, ε at this energy is 4 − 8.50 = −4.50, which equals −2ε_m.

The word "dipole" matters. For angular order l the potential goes as r^l inside and as r^(−l−1) outside. Matching potential and displacement then gives lε = −(l + 1)ε_m, so 2ε_m in S is replaced by ε_m(l + 1)/l. For the quadrupole, l = 2, the sum is 7.375 and the energy is 0.731 eV. A uniform field does not excite it, since that field contains l = 1 alone. A numerical eigenvalue calculation of the same electrostatic problem, made without the resonance formula, gives 0.6808 eV for the dipole.

**4. Absorption with damping**

The heat produced per unit time in the sphere is

Q = ½ωε₀ Im ε |A|² (4πR³/3) = ½ωε₀ |F₀|² × 12πR³ε_m² Im ε/|ε + 2ε_m|².

On the other hand, (ε − ε_m)/(ε + 2ε_m) = 1 − 3ε_m/(ε + 2ε_m), so

Im α = 12πR³ε_m Im ε/|ε + 2ε_m|².

Hence Q = ½ωε₀ε_m|F₀|² Im α. Dividing by the incident intensity ½ε₀c√ε_m|F₀|² gives the absorption cross-section

σ = k Im α, k = √ε_m E/(ħc).

Now set W = E² + iγE. Since Ep² = S E₀²,

ε + 2ε_m = S − S E₀²/W = S(W − E₀²)/W.

The polarizability becomes

α/(4πR³) = 1 − (3ε_m/S) W/(W − E₀²).

Use W/(W − E₀²) = 1 + E₀²/(W − E₀²) and 1 − 3ε_m/S = (ε∞ − ε_m)/S:

α/(4πR³) = (ε∞ − ε_m)/S + (3ε_m/S) E₀²/(E₀² − E² − iγE).

The first term is real and absorbs nothing. The imaginary part of the last fraction is E₀²γE/[(E₀² − E²)² + γ²E²]. Multiplying by the factor E in k, then dividing numerator and denominator by E², gives

σ = (√ε_m/ħc) 4πR³ (3ε_m/S) E₀²γ / [(E₀²/E − E)² + γ²].

The bracket is smallest when E = E₀. For constant γ, damping therefore does not move the absorption maximum of this model. Half the maximum is reached when E₀²/E − E = ±γ. The positive solutions are

E = √(E₀² + γ²/4) ± γ/2,

and their difference is γ. The maximum is at 0.68 eV and the full width at half maximum is 0.10 eV. Tripling γ to 0.30 eV triples the width and leaves the maximum in place; a numerical search on the absorption curve confirmed both statements.

At E = E₀ the cross-section, written with kR = 0.0518, is

σ_peak = 12πR²(kR)(ε_m/S)(E₀/γ)

= 12π × 100 nm² × 0.0518 × 0.265 × 6.81 ≈ 352 nm².

This is 1.12 times the geometric cross-section of 314 nm². At fixed γ, and as long as the sphere is much smaller than the wavelength, it grows as R³, so the absorption per unit volume does not depend on the radius.

**5. Where the model stops**

The parameters are in the regime of tin-doped indium oxide nanocrystals. The radius and damping are rough typical values, and γ = 0.10 eV corresponds to a mobility eħ/(mγ) of about 33 cm²/Vs. The following estimates show how far the assumptions can be trusted. Each changes one assumption at a time, and they should not be added into a precise prediction.

*Retardation.* The full Maxwell solution for the same damped sphere puts the absorption maximum 0.6 meV lower. At R = 50 nm the shift is −14 meV, so the neglect of retardation is tied to small size.

*Electron pressure.* A degenerate gas resists compression, which a local ε ignores. When it is compressed along x faster than collisions redistribute the velocities, the spread of v_x grows in proportion to n. The pressure n m⟨v_x²⟩ then grows as n³, and its derivative with respect to n, divided by m, is β² = 3⟨v_x²⟩ = 3v_F²/5, with v_F the Fermi velocity. With b = ħβ and free charge density ρ = −∇·P, the undamped equation of motion becomes

−E²P = ε₀Ep²F − b²∇ρ.

Taking the divergence, with ε₀ε∞∇·F = ρ, gives

∇²ρ = κ²ρ, κ² = (Ep²/ε∞ − E²)/b².

The charge now occupies a layer of thickness about 1/κ. The inner potential is [a r + c i₁(κr)] cos θ, where i₁ is the modified spherical Bessel function, and ρ = −ε₀ε∞κ²c i₁(κr) cos θ. At a hard wall no current crosses, so the radial part of P vanishes:

−Ep²(a + cκi₁′) + b²ε∞κ²cκi₁′ = 0.

Since b²ε∞κ² = Ep² − ε∞E², this gives cκi₁′ = −aEp²/(ε∞E²) = a(ε − ε∞)/ε∞. With P_r = 0 at the wall, matching to an outer potential proportional to 1/r² requires

ε∞(a + cκi₁′) = −2ε_m(a + c i₁/R).

The left side equals εa. With y = κR, the resonance condition is

ε + 2ε_m(1 + δ) = 0, δ = [(ε − ε∞)/ε∞] i₁(y)/(y i₁′(y)).

For ħv_F = 0.674 eV nm its solution is 0.711 eV, which is 30 meV above the local result. The pressure law assumes that the density varies slowly over v_F/ω, the distance an electron covers in the time 1/ω. Here that distance is about 0.95 nm, while the charge layer is only about 0.75 nm thick. A real surface is also not a hard wall. The shift is therefore only a rough estimate of size.

*Surface scattering.* An electron crosses the sphere in a time of order R/v_F. This suggests an extra width of order ħv_F/R = 0.067 eV, comparable with the assumed γ.

*Band shape and temperature.* The optical mass of an isotropic, degenerate band is ħk_F/v_F, because a field shifts the whole Fermi sphere and the mean velocity gained per unit shift in k is v_F/k_F. Suppose the band energy w obeys w(1 + Cw) = ħ²k²/(2m_e), with m_e here the band-edge mass. Differentiation gives ħk/v = m_e(1 + 2Cw), and (1 + 2Cw)² = 1 + 4Cħ²k²/(2m_e). For a rough band-edge mass of 0.22, C is chosen so that the mass at the given density is 0.35. At half that density the mass is 0.308, and the plasmon energy is 0.513 eV, against 0.481 eV if the mass were kept at 0.35. One mass therefore cannot serve a whole doping series. In the same band model the Fermi energy is 1.28 eV, about 50 times kT at 300 K, and heating from zero to 300 K at fixed density shifts the plasmon through the mass by only −0.17 meV.

For this isolated sphere, then, 0.68 eV is uncertain by some tens of meV from surface effects alone. In a film the neighbours can matter more, as the second variation shows.

**Variation 1: a surface layer without electrons**

*Suppose that surface states trap electrons and leave an outer shell of the crystal empty. Where is the plasmon if the core density is unchanged?*

For a trial thickness, treat the empty layer as planar, with static dielectric constant ε_s = 9 and a potential drop V = 0.5 V across it; both values are rough. Integrating Poisson's equation twice, from zero field at the inner edge, gives a potential drop V = end²/(2ε_sε₀), hence

d = √(2ε_sε₀V/(en)) = 0.705 nm.

This formula assumes that no free electrons remain in the layer. A band bending of 0.5 eV is less than the Fermi energy of 1.28 eV found above, so by itself it would thin out the electrons near the surface without removing them all. The thickness serves here only to show what an empty shell does to the plasmon; the result is not a prediction for that bending.

The core radius is R_c = R − d and its volume fraction is f = (R_c/R)³ = 0.9295³ = 0.803. In the shell, where the dielectric constant is ε∞, the potential is (a r + b/r²) cos θ, with a and b now new constants. Outside it is proportional to 1/r². Matching at R gives

ε∞(a − 2b/R³) = −2ε_m(a + b/R³),

so a = 2g b/R³, with g = (ε∞ − ε_m)/(ε∞ + 2ε_m) = 0.206. Because 1/R³ = f/R_c³, this is a = 2gf b/R_c³. At the core surface the inner potential is proportional to r, and matching requires

ε(a + b/R_c³) = ε∞(a − 2b/R_c³).

Inserting a gives the core resonance condition

ε = −2ε∞(1 − gf)/(1 + 2gf).

For f = 1 we have 1 − g = 3ε_m/S and 1 + 2g = 3ε∞/S, and the condition returns to −2ε_m. Here gf = 0.165, so ε = −5.02 and

E = 1.985 eV/√(4 + 5.02) = 0.661 eV.

The shift is −20 meV. It is downward because the shell puts material with ε∞ > ε_m next to the core. For ε∞ < ε_m, g is negative and the shift is upward.

**Variation 2: many spheres in a film**

*The same spheres fill a fraction η of a film, with the medium ε_m between them. Where is the plasmon of the film?*

Let N be the number of spheres per volume and P now their dipole moment per volume. In the Maxwell Garnett approximation each sphere feels the average field F plus the Lorentz field of its neighbours:

P = ε₀ε_mNα[F + P/(3ε₀ε_m)],

P = ε₀ε_mNαF/(1 − Nα/3).

Since N × 4πR³/3 = η, we have Nα/3 = η(ε − ε_m)/(ε + 2ε_m). The resonance occurs where this equals 1:

ε + 2ε_m = η(ε − ε_m),

ε = −ε_m(2 + η)/(1 − η).

The plasmon energy of the film, for an electric field in its plane, is

E_film = Ep/√[ε∞ + ε_m(2 + η)/(1 − η)].

For η = 0.1 the sum under the root is 4 + 5.25 = 9.25 and the energy is 0.653 eV. For η = 0.5 it is 4 + 11.25 = 15.25 and the energy is 0.508 eV, which is 0.17 eV below that of the isolated sphere. As η tends to zero the single-sphere result returns. As η tends to 1 the formula goes to zero energy, as expected for a continuous conductor, in which no sphere surfaces remain to hold back the charge. This is a limit of the formula only, since equal spheres cannot fill more than about 0.74 of space.

E_film is the resonance of the film's dielectric function. At normal incidence it is also close to the absorption maximum if the film is much thinner than the wavelength. In a thicker film the field varies with depth and part of the light is reflected, so the measured maximum can lie elsewhere.

The approximation keeps only dipoles and an average environment. At η = 0.5 near neighbours also excite higher multipoles in each other, and touching spheres may exchange electrons, so 0.51 eV shows the direction of the shift but not its size, which depends on how the spheres are arranged. Where they almost touch, as in a simple cubic array at this filling, the line can split into several peaks, with the strongest well below 0.51 eV. A plasmon energy measured on a dense film should therefore not be converted into an electron density with the single-sphere formula. The numerical output below lists the values used here.

Calculated quantities

```
electron density: 1.0e+21 cm^-3
optical mass: 0.35 electron masses
background constant eps_inf: 4.00
surrounding constant eps_m: 2.25
radius (rough): 10.0 nm
damping energy (rough): 0.10 eV
plasma energy without background: 1.9848 eV
eps_inf + 2 eps_m: 8.50
square root of that sum: 2.9155
Drude constant at E0, no damping: -4.500
DIPOLE PLASMON ENERGY E0: 0.6808 eV
vacuum wavelength at E0: 1821 nm
dipole energy, numerical eigenvalue: 0.68078 eV
quadrupole plasmon energy: 0.7309 eV
absorption full width, first damping: 0.1000 eV
absorption full width, triple damping: 0.3000 eV
peak absorption cross-section: 351.6 nm^2
geometric cross-section: 314.2 nm^2
mobility implied by damping: 33.1 cm2/Vs
free electrons in the sphere: 4189
size parameter k R at E0: 0.0518
retardation shift, given radius: -0.58 meV
retardation shift, five times radius: -14.1 meV
Fermi wavenumber: 3.094 nm^-1
hbar times Fermi velocity: 0.6735 eV nm
surface-scattering width, order of: 0.067 eV
energy with electron pressure: 0.7111 eV
electron-pressure shift: 30.3 meV
static constant (rough): 9.0
surface band bending (rough): 0.50 V
depleted shell thickness: 0.705 nm
energy with depleted shell: 0.6609 eV
depletion shift: -19.8 meV
film plasmon energy at filling 0.1: 0.6526 eV
film plasmon energy at filling 0.5: 0.5083 eV
band-edge mass (rough): 0.22 electron masses
nonparabolicity C: 0.231 eV^-1
Fermi energy above band edge: 1.279 eV
temperature: 300 K
thermal energy kT: 0.02585 eV
thermal shift through the mass: -0.166 meV
optical mass at half density: 0.308 electron masses
energy at half density, fixed mass: 0.4814 eV
energy at half density, band mass: 0.5129 eV
```
